# Why Spin-Orbit Doublet Branching Ratios Deviate from (l+1)/l

## What goes wrong with a fixed ratio

A photoelectron spectrum of a closed $nl$ subshell with $l>0$ shows two main lines, one for each total angular momentum $j=l\pm\tfrac12$ of the hole. If their intensities are held at $(l+1)/l$ when overlapping lines are fitted, a $d$ doublet is assigned 60% of its intensity to $j=5/2$ and 40% to $j=3/2$ at every photon energy. For the 4d subshell of free xenon, the one-electron model described below gives a ratio of about 5.3 instead of 1.5 at a photon energy of 79.5 eV. The $j=3/2$ line then holds $1/(1+5.3)=16\%$ of the intensity. About 4 eV higher the ratio is 0.78, and the same line holds 56%. Such large departures from 1.5 are possible because the model's peak is narrow, only about twice as wide as the splitting. The measured 4d maximum of xenon is much broader, and a broad peak gives a much smaller swing, as the Lorentzian estimate below shows.

The number of electrons in each level has not changed. The two photoelectrons leave with different kinetic energies, and where the transition strength varies rapidly with energy they sample different values of it. Two refinements matter in practice. In the length form of the dipole operator the function sampled is the cross section divided by the photon energy, and where it varies slowly, spin-orbit changes of the orbitals can outweigh the sampling effect.

## The statistical ratio and its assumptions

Atomic units are used in the derivations. The atom is unpolarized, electrons are independent, the light acts through the electric dipole, and cross sections are integrated over emission angle. Resonances with discrete states are left out.

For a field $F\cos\omega t$ along $z$, the resonant part of the interaction has amplitude $Fz/2$. With continuum states normalized per unit energy, the golden rule gives the rate $2\pi|\langle f|Fz/2|i\rangle|^2=\tfrac{\pi}{2}F^2|\langle f|z|i\rangle|^2$. The photon flux is the intensity $cF^2/8\pi$ divided by $\omega$. Rate over flux is

$$
\sigma=4\pi^2\alpha\,\omega\,|\langle f|z|i\rangle|^2,\qquad \alpha=1/c .
$$

For a filled level the sum over magnetic substates is the same for every polarization, so $z$ can be replaced by one third of the sum over three components $q$. Write $r_q=rC_q$, where $C_q$ depends on angles alone. Then

$$
\sigma_j=\frac{4\pi^2\alpha}{3}\,\omega\sum_{l'j'}W(j,l'j')\,
|\langle\varepsilon l'j'|r|nlj\rangle|^2,
$$

$$
W(j,l'j')=\sum_{q,m,m'}|\langle l'j'm'|C_q|ljm\rangle|^2 .
$$

Suppose first that the radial integral does not depend on $j$ or $j'$. The sum over $j'$ and $m'$ then covers all states with orbital momentum $l'$ and either spin. What remains is the expectation value of $\sum_q C_q^\dagger P_{l'}C_q$, with $P_{l'}$ the projector on $l'$. This operator is rotationally invariant and does not act on spin, so it has one value $\kappa$ for every state of the subshell.

To find $\kappa$ for $l'=l+1$, use the part of $\cos\theta\,Y_{lm}$ that raises $l$. Its squared coefficient is $[(l+1)^2-m^2]/[(2l+1)(2l+3)]$. Since $\sum_m m^2=l(l+1)(2l+1)/3$,

$$
\sum_{m=-l}^{l}\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}
=\frac{(l+1)\left[(l+1)-l/3\right]}{2l+3}=\frac{l+1}{3}.
$$

The three components contribute equally, giving $l+1$ in total. For $l'=l-1$ the same matrix elements are read in reverse, so $l+1$ is replaced by $l$. Both results are $l_>$, the larger of $l$ and $l'$. Dividing by the $2l+1$ orbital substates gives $\kappa=l_>/(2l+1)$, and the $2j+1$ electrons of a level give

$$
\sum_{j'}W(j,l'j')=(2j+1)\frac{l_>}{2l+1}.
$$

Therefore

$$
\sigma_j=\frac{4\pi^2\alpha}{3}\,\omega\,(2j+1)\,S(\varepsilon_j),\qquad
S(\varepsilon)=\sum_{l'}\frac{l_>}{2l+1}|\langle\varepsilon l'|r|nl\rangle|^2 .
$$

If $S$ had the same value for both members, the ratio would be $(2l+2)/(2l)=(l+1)/l$, denoted $\rho$ below. Equal radial integrals ensure this. At different kinetic energies the integrals generally differ, and equal values of $S$ are then a coincidence.

## How the two thresholds shift the ratio

Let $I_+$ and $I_-$ be the thresholds for $j=l+\tfrac12$ and $j=l-\tfrac12$. The spin-orbit energy is $\xi(r)\,\mathbf l\cdot\mathbf s$ with $\xi>0$, and

$$
\langle\mathbf l\cdot\mathbf s\rangle=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right]
=\begin{cases}\;\;l/2, & j=l+\tfrac12,\\ -(l+1)/2, & j=l-\tfrac12.\end{cases}
$$

The $j=l-\tfrac12$ electron is more tightly bound. To first order the splitting is

$$
\Delta=I_--I_+=\left(\frac l2+\frac{l+1}{2}\right)\langle\xi\rangle
=\left(l+\tfrac12\right)\langle\xi\rangle>0 .
$$

At one photon energy, $\varepsilon_\pm=\omega-I_\pm$, so the $j=l+\tfrac12$ photoelectron is faster by $\Delta$. If both levels keep the same radial orbital and the continuum feels no spin-orbit force, the common factor $\omega$ cancels:

$$
R=\frac{\sigma_+}{\sigma_-}=\rho\,\frac{S(\omega-I_+)}{S(\omega-I_-)} .
$$

This is the frozen-orbital ratio in length form. Let $e=\omega-(I_++I_-)/2$ be the mean kinetic energy. Expanding $\ln S$ at $e\pm\Delta/2$ and subtracting removes the even terms:

$$
\ln\frac{R}{\rho}=\Delta\,\frac{d\ln S}{d\varepsilon}
+\frac{\Delta^3}{24}\frac{d^3\ln S}{d\varepsilon^3}+\dots
$$

When the first term dominates, a rising strength puts $R$ above $\rho$, because the faster electron has the larger strength. A falling strength puts $R$ below $\rho$.

In this length form the slope is that of $S$, not of $\sigma$. In a common potential with threshold $I_0$, $\sigma(\varepsilon)\propto(\varepsilon+I_0)S(\varepsilon)$, so

$$
\frac{d\ln\sigma}{d\varepsilon}=\frac{d\ln S}{d\varepsilon}+\frac1\omega,\qquad \omega=\varepsilon+I_0 .
$$

At a maximum of $\sigma$ the strength is already falling, with logarithmic slope $-1/\omega$. The distinction is negligible on a steep flank. On a slow variation it can reverse the predicted sign, but it is of order $\Delta/\omega$ in $\ln R$, and the frozen orbital does not fix terms of that order: in velocity form the function sampled is $\sigma\omega$, as shown below.

### Two limits

For a peak of Lorentzian shape, $S\propto1/[(\varepsilon-\varepsilon_0)^2+\gamma^2]$, the ratio can be found without expansion. With $\delta=e-\varepsilon_0$ and $N=\delta^2+\Delta^2/4+\gamma^2$,

$$
\frac R\rho=\frac{(\delta-\Delta/2)^2+\gamma^2}{(\delta+\Delta/2)^2+\gamma^2}
=\frac{N-\delta\Delta}{N+\delta\Delta}.
$$

The extremes occur where $\delta/N$ is stationary, $N-2\delta^2=0$. This gives $\delta=\pm a$ with $a=\sqrt{\gamma^2+\Delta^2/4}$ and $N=2a^2$, hence

$$
\left(\frac R\rho\right)_{\max}=\frac{2a+\Delta}{2a-\Delta},\qquad
\left(\frac R\rho\right)_{\min}=\frac{2a-\Delta}{2a+\Delta}.
$$

The size of the effect is set by $\Delta$ relative to the width of the structure. Take $\Delta=2.1$ eV and a full width of 20 eV, so $\gamma=10$ eV and $a=10.05$ eV. The largest factor is $22.2/18.0=1.23$, and a $d$ doublet ranges from about 1.85 to 1.22. A splitting that is small on the scale of the photon energy can thus change the ratio by a fifth.

Far above threshold, suppose that $S\propto\varepsilon^{-p}$ over some range. Then $\ln(R/\rho)\approx-p\Delta/e$, and the sampling effect fades as the kinetic energy grows. Differences between the orbitals need not fade with it.

At the other end, between $I_+$ and $I_-$ one channel alone is open and $R$ has no finite value. Just above $I_-$ one electron is nearly at rest while the other has energy $\Delta$. The finite-difference formula can still be used there, but its expansion requires $\ln S$ to vary smoothly over the whole interval $\Delta$.

## Where the slope rule loses its authority

The coupling that splits the thresholds also changes the radial functions. The attraction for $j=l-\tfrac12$ draws that orbital inward, and the outgoing electron feels its own spin-orbit force. These changes are of first order in the coupling, as $\Delta$ is.

A frozen orbital reveals the problem by itself. For $h=p^2/2+V(r)$, the commutator $[\mathbf r,h]=i\mathbf p$ gives

$$
\langle f|\mathbf p|i\rangle=i(\varepsilon+I_0)\langle f|\mathbf r|i\rangle .
$$

In velocity form the cross section contains $|\langle\mathbf p\rangle|^2/\omega$ in place of $\omega|\langle\mathbf r\rangle|^2$. At one photon energy the two members then give

$$
R_{\rm vel}=R_{\rm len}\left[\frac{\varepsilon_++I_0}{\varepsilon_-+I_0}\right]^2
\approx R_{\rm len}\left(1+\frac{2\Delta}{\omega}\right).
$$

The forms disagree because the thresholds were split while the orbitals were still those of a potential with one threshold. A frozen-orbital estimate therefore cannot be trusted for deviations of order $\Delta/\omega$. Its error can also be several times larger than that, as the xenon example shows at 190 eV.

To include the missing part, let $S_\pm$ be the strengths per electron with spin-orbit coupling in the orbitals, and write $\ln S_\pm=\ln S+d_\pm$. The corrections $d_\pm$ are of first order. Then

$$
\begin{aligned}
\ln\frac R\rho&=\ln S_+(e+\Delta/2)-\ln S_-(e-\Delta/2)\\
&\approx\Delta\frac{d\ln S}{d\varepsilon}+d_+(e)-d_-(e),
\end{aligned}
$$

because displacing $d_\pm$ by $\Delta/2$ changes the result in second order. The last two terms are what remains when the members are compared at equal kinetic energy. Call that ratio $R_{\rm eq}$ and define $B$ by $\ln(R_{\rm eq}/\rho)=\Delta B$. To first order,

$$
\ln\frac R\rho\approx\Delta\left(\frac{d\ln S}{d\varepsilon}+B\right).
$$

The sign follows the slope of $S$ where that slope exceeds $|B|$ in magnitude. Where it does not, the sign is decided by the orbitals, provided the higher odd derivatives of $\ln S$ are negligible. Near a sharp maximum they are not, as the example shows.

## How large it is: xenon 4d

The example uses a self-consistent Hartree–Fock–Slater potential with full Slater exchange and the Latter tail $-1/r$. The spin-orbit function is

$$
\xi=\frac{1}{2c^2M^2r}\frac{dV}{dr},\qquad M=1-\frac{V}{2c^2}.
$$

The factor $M$ keeps $\xi$ from growing as $1/r^3$ at the nucleus. Both $4d\to\varepsilon f$ and $4d\to\varepsilon p$ are included, with spin-orbit coupling in the bound and continuum functions for the full ratio. Other scalar relativistic terms, core relaxation and coupling between ionization channels are left out. Thresholds are orbital energies, and the cross section is not a prediction of the measured profile.

The thresholds are $I_+=70.75$ eV and $I_-=72.86$ eV, so $\Delta=2.11$ eV. A converged radial discretization raises all thresholds by 0.01 eV and leaves $\Delta$ unchanged; the tabulated ratios at given $e$ then move by less than 0.01, and the ratio at a photon energy of 79.5 eV becomes 5.35. The first-order formula gives 2.09 eV. The mean radius of the $j=3/2$ orbital is 0.842 bohr against 0.852 bohr for $j=5/2$, smaller by 1.1% of the $j=5/2$ radius.

The strength has a narrow maximum at a kinetic energy of 9.4 eV, where the $f$ channel supplies 99% of it. It falls to half its maximum at 7.7 and 11.9 eV, and it has a deep minimum near 86 eV. The table gives $R$ at these points and at one far point, ordered by mean kinetic energy $e$.

| $e$ (eV) | $\Delta\,d\ln S/d\varepsilon$ | $R$ frozen | $R$ full | $R_{\rm eq}$ |
|---:|---:|---:|---:|---:|
| 7.7 | +1.40 | 5.49 | 5.34 | 1.44 |
| 9.4 | −0.002 | 1.61 | 1.60 | 1.51 |
| 11.9 | −0.73 | 0.73 | 0.78 | 1.61 |
| 86 | 0.000 | 1.500 | 1.541 | 1.543 |
| 190 | −0.0055 | 1.492 | 1.558 | 1.567 |

### The steep flanks

At the lower half-maximum point the photoelectrons have 8.75 and 6.64 eV. The full deviation is $\ln(5.34/1.5)=1.27$. At equal kinetic energy it is $\ln(1.44/1.5)=-0.04$, small and of opposite sign. On the falling flank the values are $\ln(0.784/1.5)=-0.65$ and $\ln(1.61/1.5)=+0.07$. Removing the kinetic-energy difference thus removes most of the deviation on both flanks, which identifies its main cause in this model.

The first-order slope formula is less accurate on the rising side. It predicts 1.40 for the logarithm, whereas the frozen-orbital finite difference gives $\ln(5.49/1.5)=1.30$. On the falling side the values are $-0.73$ and $-0.71$. When $\Delta$ is a sizable part of the width, the ratio of two strengths should be used instead of one derivative.

The Lorentzian estimate shows the limits of a symmetric profile. The full width of $11.85-7.69=4.16$ eV gives $\gamma=2.08$ eV and $a=2.33$ eV, so the extreme factor is $6.77/2.56\approx2.6$. The corresponding ratios are 4.0 and 0.57. The frozen ratio of the model is 5.5 and 0.73 at the half-maximum points, and its extremes are 6.3 near 6.8 eV and 0.72 near 11.4 eV. The swing is larger upward and smaller downward because the peak rises more steeply than it falls.

### The maximum

At the maximum of $S$ the slope vanishes, yet the frozen ratio is 1.61. The expansion leaves one source for this: the third and higher odd derivatives of $\ln S$, which express the asymmetry of the peak. The ratio changes so rapidly here that it reaches 1.5 less than 0.1 eV higher, at a mean kinetic energy of 9.52 eV. The full ratio crosses within 0.01 eV of the same energy.

The maxima of $S$ and $\sigma$ nearly coincide in this case, at 9.43 and 9.45 eV. The slope difference $1/\omega$ is about $1/81=0.012$ per eV, which a sharply curved peak makes up within a few hundredths of an electronvolt. In a broad peak the separation would be larger.

### The slow variation at higher energy

At the minimum near 86 eV, the frozen length ratio is 1.500 and the full ratio is 1.541. The frozen velocity ratio follows from

$$
1.500\left(\frac{87.11+71.58}{85.00+71.58}\right)^2=1.541,
$$

where 71.58 eV is the threshold without spin-orbit coupling. Its agreement with the full ratio does not make the velocity form reliable: at 190 eV it gives 1.516, while the full ratio is 1.558.

The point at 190 eV is a failure of the slope rule. The strength is falling, so the frozen length ratio lies below 1.5, but the full ratio lies above it. The equal-energy ratio accounts for the reversal:

$$
1.4918\times\frac{1.5669}{1.5000}=1.558 .
$$

The cross section itself is rising slightly at this point, since $-0.0026+1/261.6=+0.0012$ per eV. Using its slope would give the correct sign for the wrong reason: the predicted ratio would be $1.5\,(1+2.11\times0.0012)=1.504$, far too close to 1.5.

The orbital term can be put on the same scale as the slope. At 190 eV, $B=\ln(1.567/1.5)/2.11=0.021$ per eV, about eight times the magnitude of the slope and more than five times $1/\omega$. On the falling flank $B=0.034$ per eV, but the slope there is $-0.35$ per eV and controls the sign. A slope somewhat larger than $1/\omega$ is therefore no guarantee that the rule will hold.

### What the orbitals contribute

Changing the bound orbital alone gives equal-energy ratios of 1.56 on the rising flank and 1.54 on the falling flank. Adding the spin-orbit force in the continuum changes them to 1.44 and 1.61. A likely reason is a relative displacement of the $f$-wave peaks. The $4d_{3/2}$ electron can reach $f_{5/2}$, for which the force is attractive, whereas $4d_{5/2}$ can also reach $f_{7/2}$, for which it is repulsive. A peak displaced upward for $j=5/2$ lowers the ratio on the rising flank and raises it on the falling flank, as found. A relative displacement $d$ changes $\ln R_{\rm eq}$ by $-d\,(d\ln S/d\varepsilon)$. The rising flank gives $d=-\ln(1.4370/1.5590)/0.665=0.12$ eV, and the falling flank gives $d=\ln(1.6102/1.5412)/0.346=0.13$ eV, so one displacement fits both. The peak positions of the separate channels were not computed, and a displacement alone would not explain the reduction from 1.55 to 1.51 at the maximum, where the slope vanishes.

## What to do about it

**Leave the intensities free on a steep flank.** If overlapping lines force a constraint, use $\rho S(\omega-I_+)/S(\omega-I_-)$ with a calculated strength or one measured on a single resolved line. The summed intensity of an unresolved doublet will not do on a steep flank, because it mixes strengths at kinetic energies that differ by $\Delta$. A departure from $(l+1)/l$ is not by itself evidence of a wrong assignment or an additional line.

**Compare at equal kinetic energy.** Choose an energy $\varepsilon$, measure one member at photon energy $\varepsilon+I_+$ and the other at $\varepsilon+I_-$, and form

$$
R_{\rm eq}(\varepsilon)=
\frac{\sigma_+(\varepsilon+I_+)/(\varepsilon+I_+)}
{\sigma_-(\varepsilon+I_-)/(\varepsilon+I_-)} .
$$

The two measurements use different photons, so a power of the photon energy must be chosen. Division by it matches the length-form $S$ used here; multiplication by it would match the velocity form and lowers $\ln R_{\rm eq}$ by about $2\Delta/\omega$. At 86 eV in the example this gives $1.5425\,(156.80/158.91)^2=1.502$ in place of 1.543. Relative photon flux and target density must be known. Analyser transmission at a given kinetic energy cancels if its settings are unchanged. Intensities must still be integrated over angle or corrected for their angular distributions.

**Interpret what remains.** If $R_{\rm eq}$ is close to $\rho$ while $R$ is not, and no narrow resonance lies near the photon energies used, threshold sampling is the likely main cause. A resonance at a fixed photon energy can produce the same pattern, because $R_{\rm eq}$ is measured at different photon energies and may miss it. A remaining relative deviation of order $2\Delta/\omega$ or less depends on that choice and cannot be assigned to a cause. A clearly larger one points to the orbitals or to effects outside this model, such as channel coupling and discrete resonances. The equal-energy comparison cannot separate these causes.

**Check the slope before predicting a sign.** Divide the cross section by photon energy, take its logarithmic slope, and compare it with $1/\omega$. To first order the sign rule is safe when the magnitude of the slope exceeds $|B|$, and $B$ is not bounded by $1/\omega$: in the example it reached more than five times $1/\omega$. On the flanks of the xenon peak, where the slope is some thirty to fifty times $1/\omega$, the rule gave the right sign. If it is only a few times larger, or the energy lies near an extremum, calculate both members with their own spin-orbit orbitals. The values behind these comparisons are in the numerical output.

## Computed values

```
Hydrogen 1s check, largest relative error: 3.4e-05
Xe potential: iterations 23, last change of r*V 9.7e-06 a.u.
Statistical ratio (l+1)/l for 4d: 1.5000
4d threshold without spin-orbit: 71.582 eV
4d5/2 threshold: 70.754 eV
4d3/2 threshold: 72.861 eV
Splitting Delta: 2.1074 eV; first order (l+1/2)<xi>: 2.0948 eV
Mean radius 4d5/2: 0.85205 bohr; 4d3/2: 0.84227 bohr
Maximum of strength S at kinetic energy: 9.43 eV
Maximum of cross section at kinetic energy: 9.45 eV
Total 4d cross section at its maximum: 156.36 Mb
Share of the f channel at the maximum of S: 0.9922
Minimum of S beyond the peak at kinetic energy: 86.1 eV
Frozen-orbital R crosses 3/2 at mean kinetic energy: 9.52 eV
Full R crosses 3/2 at mean kinetic energy: 9.52 eV
Length-velocity mismatch in common potential: 5.5e-06
Relative error of slope formula on falling flank: 2.0e-02
-- rising flank, half maximum: mean kinetic energy 7.69 eV, photon energy 79.50 eV
   kinetic energies 5/2: 8.75 eV, 3/2: 6.64 eV; total cross section 76.827 Mb
   dlnS/dE +0.66473 per eV; Delta*dlnS/dE +1.4008
   R frozen, length 5.4874; frozen, velocity 5.7870; R full 5.3352
   R at equal kinetic energy: full 1.4370; bound-orbital change only 1.5590
-- maximum of S: mean kinetic energy 9.43 eV, photon energy 81.24 eV
   kinetic energies 5/2: 10.49 eV, 3/2: 8.38 eV; total cross section 156.343 Mb
   dlnS/dE -0.00114 per eV; Delta*dlnS/dE -0.0024
   R frozen, length 1.6111; frozen, velocity 1.6971; R full 1.6045
   R at equal kinetic energy: full 1.5077; bound-orbital change only 1.5511
-- falling flank, half maximum: mean kinetic energy 11.85 eV, photon energy 83.66 eV
   kinetic energies 5/2: 12.91 eV, 3/2: 10.80 eV; total cross section 80.629 Mb
   dlnS/dE -0.34583 per eV; Delta*dlnS/dE -0.7288
   R frozen, length 0.7341; frozen, velocity 0.7721; R full 0.7836
   R at equal kinetic energy: full 1.6102; bound-orbital change only 1.5412
-- minimum of S: mean kinetic energy 86.05 eV, photon energy 157.86 eV
   kinetic energies 5/2: 87.11 eV, 3/2: 85.00 eV; total cross section 0.400 Mb
   dlnS/dE +0.00002 per eV; Delta*dlnS/dE +0.0000
   R frozen, length 1.5000; frozen, velocity 1.5406; R full 1.5409
   R at equal kinetic energy: full 1.5425; bound-orbital change only 1.6501
-- far point: mean kinetic energy 190.00 eV, photon energy 261.81 eV
   kinetic energies 5/2: 191.05 eV, 3/2: 188.95 eV; total cross section 0.910 Mb
   dlnS/dE -0.00260 per eV; Delta*dlnS/dE -0.0055
   R frozen, length 1.4918; frozen, velocity 1.5160; R full 1.5584
   R at equal kinetic energy: full 1.5669; bound-orbital change only 1.6118
```
